\section*{Comment on Mirror Symmetry in Ballistic Deposition into Blind Holes}

\section{The argument under review}

The argument concerns deposition from a dilute gas into a circular blind hole whose bottom does not react. It runs as follows. Take a through-hole of twice the depth and feed it equally from both ends. By symmetry, no net flux crosses its mid-plane. No net flux crosses a nonreactive bottom either. The blind hole is therefore half of the through-hole, whatever the bottom does to the molecules that strike it, and one calculation serves for both.

The two statements about net flux are correct. The question is whether they determine the gas field in the hole. If the gas obeyed a diffusion equation for a concentration $c(z)$, they would: both problems would have the same equation, the same value at the mouth and the same condition $dc/dz=0$ at the bottom. In ballistic transport the unknown is an intensity that depends on direction, and a condition on the net flux fixes one angular integral of it. What the bottom does to the directions has to be examined.

\section{Model and conventions}

Lengths are in units of the hole radius until the numerical example, so $L$ is depth divided by radius. The mouth is at $z=0$ and the bottom at $z=L$. Molecules do not collide with each other. Gas enters with flux $\Phi_0$ per unit area and a cosine distribution, which means a constant intensity $\Phi_0/\pi$ over the entering directions. The side wall captures a fraction $\beta$ of the arriving flux $\Phi(z)$ and re-emits the rest diffusely, with intensity $(1-\beta)\Phi(z)/\pi$. The bottom captures nothing. The state is steady and the shape of the hole is held fixed.

Intensity is constant along a free ray, so all that is needed is how much of the view from each surface is filled by each other surface.

\subsection{View factors}

Let a disc of radius $a$ face a coaxial disc of radius 1 at distance $h$. Draw the sphere, of radius $\rho$, that passes through both rims. Every line through both discs meets the sphere once in the cap beyond each disc, and every line joining the caps crosses both discs. The discs therefore exchange what the caps exchange. A chord of length $s$ makes an angle with cosine $s/(2\rho)$ with the normal at each end, so the exchange kernel on the sphere is constant:
\begin{equation}
\frac{\cos\theta_1\cos\theta_2}{\pi s^2}=\frac{1}{4\pi\rho^2}.
\end{equation}
With cap heights $h_1,h_2$ and cap areas $2\pi\rho h_i$, the exchange (area times view factor) is $G=\pi h_1h_2$. Let $c$ be the signed distance from the first disc to the sphere's centre. From $\rho^2=a^2+c^2=1+(h-c)^2$ follows $2ch=h^2+1-a^2$. Then $h_1=\rho-c$, $h_2=\rho-(h-c)$ and
\begin{align}
h_1h_2&=\rho^2+c(h-c)-\rho h=a^2+ch-\rho h=\tfrac12 S-\rho h,\\
S&=h^2+a^2+1,\nonumber\\
(2\rho h)^2&=4a^2h^2+(S-2a^2)^2=S^2-4a^2 .
\end{align}
The last equality uses $(S-2a^2)^2=S^2-4a^2(S-a^2)$ and $S-a^2=h^2+1$. Hence
\begin{equation}
G(a,h)=\frac{\pi}{2}\left[S-\sqrt{S^2-4a^2}\right].
\end{equation}
For equal discs, $a=1$, division by the area $\pi$ gives
\begin{equation}
W(h)=\tfrac12\left[2+h^2-h\sqrt{h^2+4}\right].
\end{equation}
The view factor $w(r,h)$ from a point at radius $r$ on the bottom to the full cross-section at height $h$ is the exchange added per added area, $(2\pi r)^{-1}\partial G(r,h)/\partial r$. Since $\partial S/\partial r=2r$,
\begin{equation}
w(r,h)=\frac12\left[1-\frac{h^2+r^2-1}{\sqrt{(h^2+r^2+1)^2-4r^2}}\right].
\end{equation}

Gas from a full disc that passes the cross-section at distance $h$ but not the one at $h+dh$ has landed on the wall ring between them. The exchange is $-\pi W'(h)\,dh$ and the ring area is $2\pi\,dh$, so a disc emitting unit flux produces on the wall the flux
\begin{equation}
F(h)=-\tfrac12W'(h)=\frac12\left[\frac{h^2+2}{\sqrt{h^2+4}}-h\right].
\end{equation}
By reciprocity, a wall ring of width $dz'$ sends $-\pi W'(h)\,dz'$ through a cross-section at distance $h$. The part lost between $h$ and $h+dh$ is $\pi W''(h)\,dz'dh$. Division by $2\pi\,dh$ gives the wall-to-wall kernel $K(h)=\tfrac12W''(h)$.

\section{What a specular bottom does}

In a hole with a specular bottom, a wall point at $z$ sees the mouth and each wall ring twice: directly, and after one reflection. Reflection reverses the axial velocity only, so a reflected path has the geometry of a straight path to the image at $2L-z'$. Therefore
\begin{align}
\Phi(z)={}&\Phi_0[F(z)+F(2L-z)]\nonumber\\
&+(1-\beta)\int_0^L[K(|z-z'|)+K(2L-z-z')]\Phi(z')\,dz'.
\label{eq:spec}
\end{align}
The through-hole of length $2L$ obeys
\begin{equation}
\Phi(z)=\Phi_0[F(z)+F(2L-z)]+(1-\beta)\int_0^{2L}K(|z-z'|)\Phi(z')\,dz'.
\label{eq:through}
\end{equation}
This equation has one solution. The difference $D$ of two solutions obeys it without the source. The wall fills a fraction $k(z)=1-F(z)-F(2L-z)<1$ of the view from $z$, so $\max|D|\le(1-\beta)\max k\,\max|D|$, which forces $D=0$. The mirror image of the solution is also a solution, hence $\Phi(2L-z)=\Phi(z)$. Splitting the integral in (\ref{eq:through}) at $L$ and replacing $z'$ by $2L-z'$ in the second part turns it into (\ref{eq:spec}). The wall fluxes agree, and so do the intensities on all rays. For a specular bottom the claim under review is exact at every $\beta$ and depth.

\section{Where the argument fails for a diffuse bottom}

A diffuse bottom sends up, from each of its points, an intensity that is the same in all upward directions. If the blind hole were half of the through-hole, the upward intensity at the mid-plane of the through-hole would have this property.

To see whether it does, first bound the wall flux. Let $M$ be the largest value of $\Phi$, reached at a point where the wall fills a fraction $k$ of the view. Equation (\ref{eq:through}) gives
\begin{equation}
M\le(1-k)\Phi_0+(1-\beta)kM\le(1-k)\Phi_0+kM ,
\end{equation}
so $M\le\Phi_0$. Now stand at the centre of the mid-plane and look toward the far half. Directions inside a cone about the axis reach the far mouth and carry $\Phi_0/\pi$. All other directions reach the wall and carry $(1-\beta)\Phi/\pi$, which is strictly smaller when $\beta>0$. The intensity is not isotropic, and the two gas fields cannot be the same.

The missing step can now be named. Equality of upward and downward flux holds at every point of the mid-plane and at every point of the inert bottom. The through-hole returns, in addition, the mirrored directions of what arrives, while the diffuse bottom returns the same number of molecules with their directions redrawn.

The statement that mirror symmetry requires a specular bottom also needs a qualification. What is required is that the bottom return the mirrored intensity of the field that is actually present. A specular bottom does so for any field. A diffuse bottom does so if the mid-plane field is isotropic at each point, and this happens at $\beta=0$: there $\Phi=\Phi_0$ solves (\ref{eq:through}), all surfaces are equally bright, and either bottom leaves the gas uniform.

\section{The correct balance for the diffuse bottom}

The flux $\Phi_b(r)$ on the bottom varies with radius. A bottom point sends the fraction $-\partial_yw(r,y)\,dy$ of its emission to the wall ring at height $y=L-z$. By reciprocity this is also the fraction of its view that the ring fills. Hence
\begin{align}
\Phi_b(r)&=\Phi_0w(r,L)+(1-\beta)\int_0^L\Phi(z)\,[-\partial_yw(r,y)]_{y=L-z}\,dz,\\
\Phi(z)&=\Phi_0F(z)+(1-\beta)\int_0^LK(|z-z'|)\Phi(z')\,dz'\nonumber\\
&\quad+\int_0^1\Phi_b(r)\,[-\partial_yw(r,y)]_{y=L-z}\,r\,dr .
\end{align}
In the last term an annulus emits $2\pi r\,dr\,\Phi_b$ and the receiving ring has area $2\pi\,dy$, which leaves the factor $r\,dr$.

\section{A limit that can be solved by hand}

The proof above shows that the gas fields differ. It gives neither the size nor the sign of the change in deposition. Both can be found at $\beta=1$, where the wall re-emits nothing.

\subsection{Flux at the bottom corner}

In the mirror problem, the wall at $z=L$ receives $\Phi_0F(L)$ from each mouth. In the diffuse hole it receives $\Phi_0F(L)$ from the one mouth. The bottom fills half of its cosine-weighted view, since $F(0)=\tfrac12$, and the part of the bottom seen from a vanishing height is the rim, where the flux is $\Phi_0w(1,L)$. Thus
\begin{equation}
\frac{\Phi_{\rm mir}}{\Phi_0}=2F(L),\qquad
\frac{\Phi_{\rm dif}}{\Phi_0}=F(L)+\tfrac12w(1,L),
\end{equation}
with
\begin{equation}
w(1,L)=\frac12\left[1-\frac{L}{\sqrt{L^2+4}}\right],
\end{equation}
because $(L^2+2)^2-4=L^2(L^2+4)$.

For a deep hole, use $(L^2+4)^{-1/2}=L^{-1}(1-2L^{-2}+6L^{-4}-\dots)$. Then $(L^2+2)/\sqrt{L^2+4}=L+2L^{-3}+\dots$, since the terms in $L^{-1}$ cancel. So $F\simeq L^{-3}$ and $w(1,L)\simeq L^{-2}$, and
\begin{equation}
\frac{\Phi_{\rm dif}}{\Phi_{\rm mir}}\simeq\frac{L^{-3}+\frac12L^{-2}}{2L^{-3}}=\frac L4+\frac12 .
\end{equation}
The mirror estimate of the corner flux is too small by a factor that grows without limit as the hole deepens. The gas that reaches a deep bottom travels nearly along the axis. A mirror keeps it on such a course, and it passes the lower wall at grazing angles; a diffuse bottom turns much of it onto that wall.

For a shallow hole the sign is reversed. To first order in $L$, $F\simeq\tfrac12-\tfrac12L$ and $w(1,L)\simeq\tfrac12-\tfrac14L$, so the corner fluxes are $1-L$ for the mirror and $\tfrac34-\tfrac58L$ for the diffuse bottom. The rim of the bottom has half its view filled by the wall, which is dark at $\beta=1$, and it passes this deficit on to the corner.

\subsection{Why agreement of a total proves little}

In the mirror problem, the fraction of entering gas that escapes is the fraction crossing the full double length, $W(2L)$. In the diffuse hole, gas reaches radius $r$ with flux $\Phi_0w(r,L)$ and leaves with probability $w(r,L)$, so
\begin{equation}
E_{\rm mir}=W(2L),\qquad E_{\rm dif}=\int_0^1w(r,L)^2\,2r\,dr .
\end{equation}
For deep holes these tend to $1/(4L^2)$ and $1/L^4$. The two fractions are equal at a depth-to-diameter ratio of 0.290, where both are 0.332. The total uptakes then agree, yet the corner fluxes are $0.542\,\Phi_0$ for the mirror and $0.452\,\Phi_0$ for the diffuse bottom. A comparison of total uptake at this depth would wrongly appear to confirm the argument.

\section{A contact hole}

Take a hole 200 nm wide and 600 nm deep, so $L=600/100=6$, with $\beta=0.3$, at 0.5 Torr and 700 K. Let the film on the flat surface around the mouth be 5 nm thick. The captured flux is $\beta\Phi$ in the hole and $\beta\Phi_0$ on the flat surface, so the local thickness is $5\ \mathrm{nm}\times\Phi/\Phi_0$. The balance equations give the following averages of $\Phi/\Phi_0$ over tenths of the wall.

\begin{center}
\begin{tabular}{cccc}
depth (nm) & mirror & diffuse & ratio\\
0--60 & 0.550 & 0.549 & 0.998\\
240--300 & 0.150 & 0.149 & 0.995\\
420--480 & 0.0747 & 0.0780 & 1.04\\
480--540 & 0.0651 & 0.0720 & 1.11\\
540--600 & 0.0605 & 0.0730 & 1.21
\end{tabular}
\end{center}

On the lowest tenth the film is $5\times0.0605=0.30$ nm in the mirror problem and $5\times0.0730=0.36$ nm with the diffuse bottom. The mirror value is 17\% too small relative to the diffuse one. Both thicknesses are about one molecular layer of silicon dioxide (roughly 0.36 nm) and differ by less than a bond length, so they are to be read as mean coverages and not as thicknesses of a continuous film; the ratio of fluxes is the meaningful result. The diffuse profile also rises slightly toward the bottom over the last two bands, while the mirror profile keeps falling. The total hardly shows any of this: the captured fraction is $1-0.290=0.710$ for the mirror and $1-0.283=0.717$ for the diffuse bottom, a difference of 1\%.

Tracing one million molecules through a hole with a real bottom of each kind, without the balance equations, gave $0.0605\pm0.0004$ (specular) and $0.0734\pm0.0005$ (diffuse) for the lowest tenth. The same tracing shows the anisotropy on which the proof rests. The mean cosine of arrival at the specular bottom is 0.807, against $2/3$ for an isotropic field; at $\beta=0$ it returns to 0.667. According to the balance equations, seen from the mid-plane of the through-hole, the adjacent wall is only 0.042 times as bright as the mouth.

The error has a practical consequence. If the flux on the lowest tenth of the diffuse hole is fitted with the mirror model, the inferred capture probability is 0.265 in place of 0.30, which is 12\% too low.

\subsection{Dependence on depth and capture}

The ratio of diffuse to mirror flux on the lowest tenth of the wall is:

\begin{center}
\begin{tabular}{ccccc}
depth/diameter & $\beta=0.01$ & $0.1$ & $0.3$ & $1$\\
0.25 & 0.999 & 0.985 & 0.958 & 0.877\\
1 & 1.002 & 1.02 & 1.05 & 1.14\\
3 & 1.010 & 1.07 & 1.21 & 1.72\\
10 & 1.025 & 1.30 & 1.94 & 2.61
\end{tabular}
\end{center}

Both signs found at $\beta=1$ also appear at partial capture. For $\beta=0.01$ the shortcut is good to 2.5\% on this part of the wall at all four depths. The last entry, 2.61, lies below the corner estimate $20/4+1/2=5.5$ because the lowest tenth of this hole is two radii high. The flux $F(y)$ sent to the wall by a uniformly emitting bottom falls with height $y$, so the average over the band is smaller than the corner value.

\subsection{Relation to a real process}

The parameters are illustrative. They are meant to resemble low-pressure chemical vapour deposition of silicon dioxide from a precursor that sticks readily, and are not fitted to a measured process; less reactive precursors belong in the columns of small $\beta$. An assumption that needs particular care is the inert bottom. It suits a process in which growth on the bottom is suppressed, whereas an ordinary oxide film also grows there. If the diffuse bottom captures as strongly as the wall, the flux on the lowest tenth drops by 24\%, to $0.0730\times0.759=0.055$, and the mirror value of 0.0605 is then about 9\% too high. The error of the shortcut changes sign.

Two further changes are smaller but not negligible. With the depth held at 600 nm, narrowing the radius by 5 nm along the whole wall lowers the same flux by 11\%. This overstates the narrowing at the end of the deposition, since the film is thinner inside the hole: its mean on the wall is 1.0 nm, and a uniform narrowing by that amount lowers the flux by about 2\%. The mirror flux shifts almost equally, so the ratio is little affected. Lowering $\beta$ by a tenth, to 0.27, raises the flux by 15\%, so a thickness measured on the lowest tenth alone, relative to the flat film, separates the two bottom laws only if $\beta$ is known well. The fit above shows how well: a diffuse bottom with $\beta=0.30$ and a mirror with $\beta=0.265$ give the same thickness there, and the two values lie a little over 6\% either side of their midpoint, 0.282. The uncertainty must be smaller than that to exclude one of them in every case. Measurements on the upper half of the wall can in principle supply $\beta$, because the two profiles nearly coincide there and a mirror fit returns about 0.302. The sensitivity is low, however: a change of 6\% in $\beta$ moves the film there by only 1.5 to 6\%, about 0.04 to 0.05 nm for a 5 nm flat film. Gas collisions inside the hole matter little: for a molecular diameter of roughly 0.45 nm the mean free path is about 160 $\mu$m, and the depth is 0.4\% of it. Above the wafer they do shape the entering gas: over a surface that captures 30\% of what arrives, the intensity is somewhat peaked along the normal. An estimate with one-speed isotropic scattering raises both fluxes on the lowest tenth by about 4\% and lowers the apparent $\beta$ by about 3\%, while the ratio stays at 1.21. Surface diffusion, capture that depends on flux or coverage, and re-emission that departs from the cosine law are left out, and their effect has not been estimated here.

\section{Recommendation}

The claim should be restricted to a specular bottom, or to $\beta=0$. For an inert diffuse bottom with $\beta>0$, the half-hole should be presented as an approximation, with its error stated for the depth, the capture probability and the quantity of interest. The sentence that derives the equivalence from zero net flux should be removed, because that condition holds for both bottoms and cannot distinguish them. Further values are given in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
hole diameter 200 nm, depth 600 nm, beta 0.30
pressure 0.50 Torr, temperature 700 K
collision diameter 0.45 nm, flat film 5.0 nm
wall flux / mouth flux: depth band (nm), mirror, diffuse, diffuse/mirror
  0-60 nm: 0.54984 0.54896 0.9984
  120-180 nm: 0.27693 0.27583 0.9960
  240-300 nm: 0.14968 0.14898 0.9954
  360-420 nm: 0.09049 0.09164 1.0127
  420-480 nm: 0.07469 0.07796 1.0438
  480-540 nm: 0.06508 0.07197 1.1059
  540-600 nm: 0.06053 0.07297 1.2055
bottom flux / mouth flux: mirror 0.08069, diffuse 0.08615
escaping fraction: mirror 0.29022, diffuse 0.28339
film on lowest tenth: mirror 0.3027 nm, diffuse 0.3648 nm
largest band shift, 120 to 240 wall rings: 0.0114 %
ray tracing, specular bottom, lowest tenth: 0.06047 +- 0.00041
ray tracing, diffuse bottom, lowest tenth: 0.07339 +- 0.00045
rays traced per bottom type: 1000000
mean arrival cosine at specular bottom: 0.8070 +- 0.0008
same with beta = 0: 0.6671; isotropic value 0.6667
brightness of wall next to mid-plane / mouth: 0.0419
beta inferred by wrong mirror fit: 0.2646
lowest-tenth flux ratio diffuse/mirror, beta = 0.01, 0.1, 0.3, 1:
  depth/diameter 0.25: 0.9985 0.9852 0.9578 0.8772
  depth/diameter 1: 1.0023 1.0194 1.0472 1.1417
  depth/diameter 3: 1.0097 1.0721 1.2055 1.7217
  depth/diameter 10: 1.0248 1.2961 1.9410 2.6148
beta=1, example depth, corner flux: mirror 0.00833, diffuse 0.01699
beta=1, example depth, escape: mirror 0.006850, diffuse 0.000694
beta=1, equal total uptake at depth/diameter 0.2896, escape 0.3322
  corner flux there: mirror 0.5424, diffuse 0.4517
neglected effects, change of lowest-tenth flux in the diffuse hole:
  bottom as reactive as wall: -24.10 %
  radius narrowed by 5 nm everywhere: -11.44 %
  beta lower by a tenth (0.27): 14.95 %
mean free path 161.1 um, depth / free path 0.00372
\end{verbatim}
